# Two compressibilities of the RPA electron gas: energy versus dielectric function: test program

```python
# Uniform electron gas, unpolarized, T = 0, Hartree atomic units.
# Result under test: with e = 0.3 kF^2 - 3 kF/(4 pi) + e_c (RPA ring sum),
#   P = -(n/3) D e,  B = (n/9)(D^2 - 3D) e,  D = rs d/drs,
#   kappa0/kappa = B/B0 = 1 - lam + Bc/B0 < 1,  B0 = n kF^2/3,  lam = 1/(pi kF),
# while the static RPA dielectric function has q^2 (eps - 1) -> 4 pi N0,
# N0 = kF/pi^2, which means kappa0/kappa = 1 in the compressibility sum rule.
# chi0 = -N0 g(z,u), z = q/(2 kF), u = omega/(q kF) (imaginary frequency),
# X = lam g/z^2, e_c = (12/pi) kF^2 Int z^3 dz du [ln(1+X) - X].
# Pi1(q) = first-order (self-energy + vertex) static proper polarizability.
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

pi = np.pi
GPA = pc['Hartree energy'][0] / pc['Bohr radius'][0]**3 / 1e9
ALPHA = (4 / (9 * pi))**(1 / 3)
kf = lambda rs: 1 / (ALPHA * rs)
dens = lambda rs: 3 / (4 * pi * rs**3)
rs_of_n = lambda n: (3 / (4 * pi * n))**(1 / 3)

def lindhard(z, u):
    z, u = np.broadcast_arrays(np.asarray(z, float), np.asarray(u, float))
    closed = (0.5 + (1 - z*z + u*u) / (8*z) * np.log1p(4*z / ((z-1)**2 + u*u))
              - 0.5*u*(np.arctan((1+z)/u) + np.arctan((1-z)/u)))
    r2 = z*z + u*u
    far = r2 > 9
    winv = np.where(far, (z - 1j*u) / r2, 0)
    term, total = winv.copy(), np.zeros(z.shape)
    for m in range(22):
        total = total + term.real / ((2*m+1) * (2*m+3))
        term = term * (winv * winv)
    return np.where(far, total / z, closed)

def log_panels(edges, npts):
    x, w = leggauss(npts)
    le = np.log(edges)
    mid, half = (le[1:] + le[:-1]) / 2, (le[1:] - le[:-1]) / 2
    t = np.exp(mid[:, None] + half[:, None] * x)
    return t.ravel(), (t * half[:, None] * w).ravel()

def make_grid(nz, nu):
    ze = np.array([1e-7, 1e-6, 1e-5, 1e-4, 1e-3, 1e-2, .03, .1, .2, .4, .6, .8, .9, .97,
                   1, 1.03, 1.1, 1.2, 1.5, 2, 3, 5, 10, 30, 1e2, 1e3, 1e4])
    z, wz = log_panels(ze, nz)
    u, wu = log_panels(np.logspace(-9, 8, 35), nu)
    return z, wz, wu, lindhard(z[:, None], u[None, :])

GRID = make_grid(12, 8)

def ring_integrals(rs, grid=GRID):
    z, wz, wu, g = grid
    X = g / (pi * kf(rs) * z[:, None]**2)
    f0 = np.where(X < 1e-3, X*X*(-1/2 + X/3 - X*X/4 + X**3/5), np.log1p(X) - X)
    f1 = -X*X / (1 + X)
    f2 = -X*X * (2 + X) / (1 + X)**2
    return [(wz * z**3) @ f @ wu for f in (f0, f1, f2)]

def parts(rs):
    k, n = kf(rs), dens(rs)
    i0, i1, i2 = ring_integrals(rs)
    c = 12 / pi * k*k
    e = np.array([0.3*k*k, -3*k/(4*pi), c*i0])
    P = np.array([n*k*k/5, -n*k/(4*pi), -n/3*c*(i1 - 2*i0)])
    B = np.array([n*k*k/3, -n*k/(3*pi), n/9*c*(i2 - 7*i1 + 10*i0)])
    return e, P, B

def d1(f, x, h):
    return (f(x-2*h) - 8*f(x-h) + 8*f(x+h) - f(x+2*h)) / (12*h)
def d2(f, x, h):
    return (-f(x-2*h) + 16*f(x-h) - 30*f(x) + 16*f(x+h) - f(x+2*h)) / (12*h*h)

# Lindhard function against the integral over the Fermi sphere
for z, u in [(0.3, 0.4), (1.0, 0.3), (2.5, 2.5), (0.05, 5.0)]:
    val = dblquad(lambda x, k: k*k*(k*x+z) / ((k*x+z)**2 + u*u), 0, 1, -1, 1,
                  epsabs=1e-12, epsrel=1e-10)[0] / (2*z)
    assert abs(val / float(lindhard(z, u)) - 1) < 1e-7

# exchange energy from the fluctuation-dissipation structure factor, in units of kF
zg, wzg, wug, gg = GRID
S0 = 6 * zg / pi * (gg @ wug)
near = zg < 3
assert abs(2/pi * np.sum(wzg[near] * (S0[near] - 1)) + 3/(4*pi)) < 1e-6

# sign of the correlation bulk-modulus integrand
Xs = sp.symbols('X', positive=True)
F0 = sp.log(1 + Xs) - Xs
F1 = Xs * sp.diff(F0, Xs)
F2 = Xs * sp.diff(F1, Xs)
h = F2 - 7*F1 + 10*F0
assert sp.simplify(F1 + Xs**2/(1+Xs)) == 0
assert sp.simplify(F2 + Xs**2*(2+Xs)/(1+Xs)**2) == 0
assert sp.simplify(sp.diff(h, Xs) + 2*Xs**2*(1+2*Xs)/(1+Xs)**3) == 0
assert sp.limit(h, Xs, 0) == 0

# P = -dE/dV, B = V d2E/dV2 by finite differences; published fit; finer grid
FINE = make_grid(18, 12)
energy_of_volume = lambda v: parts(rs_of_n(1/v))[0].sum()
table = []
for rs in (1.0, 2.0, 4.0, 6.0):
    e, P, B = parts(rs)
    n, v = dens(rs), 1/dens(rs)
    assert abs(-d1(energy_of_volume, v, 0.01*v) - P.sum()) < 2e-6 * B[0]
    assert abs(v*d2(energy_of_volume, v, 0.01*v) - B.sum()) < 2e-6 * B[0]
    assert abs(12/pi*kf(rs)**2*ring_integrals(rs, FINE)[0] - e[2]) < 1e-7
    rho = np.array([n])
    oc = libxc.eval_xc(',LDA_C_PW_RPA', rho, spin=0, deriv=2)
    ox = libxc.eval_xc('LDA_X,', rho, spin=0, deriv=2)
    ec_fit = float(np.ravel(oc[0])[0])
    ratio_fit = 1 + kf(rs)/pi**2 * float(np.ravel(oc[2][0])[0] + np.ravel(ox[2][0])[0])
    assert abs(ec_fit - e[2]) < 5e-4             # accuracy of the fit
    assert abs(ratio_fit - B.sum()/B[0]) < 5e-3  # second derivative of the fit
    assert B[2] < 0
    table.append((rs, e[2], ec_fit, 1 + B[1]/B[0], B.sum()/B[0], ratio_fit))

# high-density coefficients
rs_h = 1e-4
e, P, B = parts(rs_h)
slope_h = -3*P[2]/dens(rs_h)
coef_h = B[2]/B[0] * (pi*kf(rs_h))**2
assert abs(slope_h / ((1-np.log(2))/pi**2) - 1) < 1e-3
assert abs(coef_h / -(1-np.log(2)) - 1) < 1e-3

# static small-q limit by principal value, against dn/dmu of the free gas
def g_static(z):
    return quad(lambda t: 1 - t*t, -1, 1, weight='cauchy', wvar=-z)[0] / (4*z)
rs = 2.0
k, n = kf(rs), dens(rs)
N0, lam = k/pi**2, 1/(pi*k)
dn_dmu0 = 1 / d2(lambda m: m*0.3*(3*pi**2*m)**(2/3), n, 0.01*n)
assert abs(N0*g_static(0.005) / dn_dmu0 - 1) < 2e-5
assert abs((1 - g_static(0.05)) / 0.05**2 - 1/3) < 1e-3
assert abs(g_static(0.05) - float(lindhard(0.05, 1e-9))) < 1e-7
# opposite order of limits: eps - 1 -> omega_p^2/omega^2
zs, us = 1e-4, 300.0
assert abs(lam*float(lindhard(zs, us))/zs**2 * (2*zs*us*k*k)**2/(4*pi*n) - 1) < 1e-4

# Pi1 at finite Q = q/kF: z along q, s = transverse momentum squared
def pi1(Q, nz=64, ns=24):
    x, w = leggauss(nz); x, w = (x+1)/2, w/2
    y, wy = leggauss(ns); y, wy = (y+1)/2, wy/2
    lo = lambda z: np.maximum(1 - (z+Q/2)**2, 0)
    hi = lambda z: 1 - (z-Q/2)**2
    def rings(z, zp, d):
        wid = hi(z) - lo(z)
        s = lo(z)[..., None] + wid[..., None]*y
        dd = d[..., None]
        den = 2*dd*np.sqrt(s)
        val = (np.arcsinh((hi(zp)[..., None] + dd*dd - s)/den)
               - np.arcsinh((lo(zp)[..., None] + dd*dd - s)/den))
        return wid * (val @ wy)
    def f(z, zp):
        a, b = z - zp, z + zp
        return (a*a*rings(z, zp, a) - b*b*rings(z, zp, b)) / (z*zp)**2
    zc, zm = 1 - Q/2, 1 + Q/2
    one = np.ones((nz, nz))
    tot = 0.0
    for a, b in ((0.0, zc), (zc, zm)):
        z = (a + (b-a)*x)[:, None]*one
        tot += (b-a) * (w @ ((z-a)*f(z, a + (z-a)*x[None, :])) @ w)
    tot += Q*zc * (w @ f((zc + Q*x)[:, None]*one, zc*x[None, :]*one) @ w)
    return 4*tot / (16*pi**3*Q*Q)   # 2 for z<->z', 2 for overall sign reversal
p2, p1 = pi1(0.2), pi1(0.1)
p0 = (4*p1 - p2)/3
fx = d2(lambda m: m*parts(rs_of_n(m))[0][1], n, 0.01*n)
assert abs(p0 / (N0**2*fx) - 1) < 5e-4
assert abs(p0 / (-lam*N0) - 1) < 5e-4

# worked example
e, P, B = parts(rs)
ratio = B.sum()/B[0]
fxc = d2(lambda m: m*parts(rs_of_n(m))[0][1:].sum(), n, 0.01*n)
assert abs(1 + N0*fxc - ratio) < 1e-6
gamma = (1 - ratio)/(4*lam)
assert abs(gamma + fxc*k*k/(4*pi)) < 1e-6
assert 1 - ratio > lam
q = 0.1*k
eps_rpa = 1 + 4*pi*N0*g_static(0.05)/q**2
rsP = brentq(lambda r: parts(r)[1].sum(), 2, 8)
rsB = brentq(lambda r: parts(r)[2].sum(), 2, 8)
rsP_hf = brentq(lambda r: parts(r)[1][:2].sum(), 2, 8)
rsB_hf = brentq(lambda r: parts(r)[2][:2].sum(), 2, 8)
assert rsP < rsB < rsB_hf

print(f"alpha = {ALPHA:.6f}; 1 Ha/bohr^3 = {GPA:.2f} GPa")
print(f"rs = {rs:.1f} bohr; n = {n:.7f} bohr^-3; kF = {k:.6f} bohr^-1")
print(f"lambda = {lam:.6f}; N0 = {N0:.6f} 1/(Ha bohr^3)")
print("I0, I1, I2 = %.7f %.7f %.7f" % tuple(ring_integrals(rs)))
print(f"(12/pi) kF^2 = {12/pi*k*k:.6f} Ha")
print("e kin, x, c, total (Ha) = %.6f %.6f %.6f %.6f" % (*e, e.sum()))
print("P kin, x, c, total (Ha/bohr^3) = %.5e %.5e %.5e %.5e" % (*P, P.sum()))
print("B kin, x, c, total (Ha/bohr^3) = %.5e %.5e %.5e %.5e" % (*B, B.sum()))
print(f"P total = {P.sum()*GPA:.2f} GPa; B total = {B.sum()*GPA:.2f} GPa; B0 = {B[0]*GPA:.2f} GPa")
print(f"Bx/B0 = {B[1]/B[0]:.5f}; Bc/B0 = {B[2]/B[0]:.5f}")
print(f"kappa0/kappa energy route = {ratio:.5f}; kappa/kappa0 = {1/ratio:.5f}")
print(f"kappa0/kappa dielectric route (q = 0.01 kF) = {dn_dmu0/(N0*g_static(0.005)):.5f}")
print(f"kTF^2 = {4*pi*N0:.5f} bohr^-2; 4 pi n^2 kappa = {4*pi*n*n/B.sum():.5f} bohr^-2")
print(f"q = 0.1 kF = {q:.6f} bohr^-1; g(z=0.05,0) = {g_static(0.05):.6f}")
print(f"eps_RPA(q,0) = {eps_rpa:.2f}; q^2(eps-1) = {q*q*(eps_rpa-1):.5f} bohr^-2")
print(f"sum-rule form 1 + 4 pi n^2 kappa/q^2 = {1+4*pi*n*n/B.sum()/q**2:.2f}")
print(f"f_x = {fx:.5f}, f_xc = {fxc:.5f} Ha bohr^3; gamma = {gamma:.5f}")
print(f"Pi1 at q/kF = 0.2, 0.1, extrapolated 0 (1/(Ha bohr^3)) = {p2:.6f} {p1:.6f} {p0:.6f}")
print(f"N0^2 f_x = {N0**2*fx:.6f} 1/(Ha bohr^3)")
print("rs(bohr)  ec(Ha)  ec_fit(Ha)  kappa0/kappa: HF  RPA  fit")
for row in table:
    print("%.1f  %.6f  %.6f  %.5f  %.5f  %.5f" % row)
print(f"rs = {rs_h:.0e} bohr: D e_c = {slope_h:.6f} Ha; (1-ln2)/pi^2 = {(1-np.log(2))/pi**2:.6f} Ha")
print(f"rs = {rs_h:.0e} bohr: (Bc/B0)/lambda^2 = {coef_h:.5f}; -(1-ln2) = {-(1-np.log(2)):.5f}")
print(f"P = 0 at rs = {rsP:.4f} bohr (RPA), {rsP_hf:.4f} bohr (HF)")
print(f"B = 0 at rs = {rsB:.4f} bohr (RPA), {rsB_hf:.4f} bohr (HF)")
print("success")
```

It prints:

```
alpha = 0.521062; 1 Ha/bohr^3 = 29421.02 GPa
rs = 2.0 bohr; n = 0.0298416 bohr^-3; kF = 0.959579 bohr^-1
lambda = 0.331718; N0 = 0.097226 1/(Ha bohr^3)
I0, I1, I2 = -0.0175713 -0.0285508 -0.0451076
(12/pi) kF^2 = 3.517167 Ha
e kin, x, c, total (Ha) = 0.276238 -0.229083 -0.061801 -0.014646
P kin, x, c, total (Ha/bohr^3) = 5.49557e-03 -2.27873e-03 -2.30619e-04 2.98623e-03
B kin, x, c, total (Ha/bohr^3) = 9.15929e-03 -3.03830e-03 -2.44490e-04 5.87650e-03
P total = 87.86 GPa; B total = 172.89 GPa; B0 = 269.48 GPa
Bx/B0 = -0.33172; Bc/B0 = -0.02669
kappa0/kappa energy route = 0.64159; kappa/kappa0 = 1.55863
kappa0/kappa dielectric route (q = 0.01 kF) = 1.00001
kTF^2 = 1.22177 bohr^-2; 4 pi n^2 kappa = 1.90430 bohr^-2
q = 0.1 kF = 0.095958 bohr^-1; g(z=0.05,0) = 0.999166
eps_RPA(q,0) = 133.58; q^2(eps-1) = 1.22076 bohr^-2
sum-rule form 1 + 4 pi n^2 kappa/q^2 = 207.81
f_x = -3.41184, f_xc = -3.68639 Ha bohr^3; gamma = 0.27012
Pi1 at q/kF = 0.2, 0.1, extrapolated 0 (1/(Ha bohr^3)) = -0.032215 -0.032243 -0.032252
N0^2 f_x = -0.032252 1/(Ha bohr^3)
rs(bohr)  ec(Ha)  ec_fit(Ha)  kappa0/kappa: HF  RPA  fit
1.0  -0.078799  -0.078741  0.83414  0.82686  0.82688
2.0  -0.061801  -0.061797  0.66828  0.64159  0.64168
4.0  -0.046806  -0.046827  0.33656  0.24251  0.24267
6.0  -0.039117  -0.039136  0.00485  -0.18734  -0.18735
rs = 1e-04 bohr: D e_c = 0.031088 Ha; (1-ln2)/pi^2 = 0.031091 Ha
rs = 1e-04 bohr: (Bc/B0)/lambda^2 = -0.30683; -(1-ln2) = -0.30685
P = 0 at rs = 4.0957 bohr (RPA), 4.8234 bohr (HF)
B = 0 at rs = 5.1440 bohr (RPA), 6.0292 bohr (HF)
success
```
